# Why a colour centre in indirect-gap silicon can emit without phonons: a numerical check

```python
# Result under test: a localized defect in an indirect-gap crystal has a
# frozen-lattice optical matrix element equal to a sum over the crystal momenta
# shared by its electron and hole orbitals. It can be non-zero without a phonon.
# Chain: one valence and one conduction orbital per cell, on-site dipole,
#   theta = crystal momentum times cell length, U = defect strength (eV).
# 3D estimate: exponential envelopes exp(-r/a), exp(-r/b), valley at k0:
#   O = 8 L (ab)^(-3/2)/(L^2+k0^2)^2, L = 1/a+1/b; relative strength = O^2.
# Phonons: line weight = exp(-S coth(w/2kT)) for many weakly coupled modes.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- solvable chain with an indirect gap ----------
cells = 400
gap = 1.1            # eV
gamma_height = 2.0   # eV, conduction band at theta=0 above its minimum
valence_width = 3.0  # eV
valley_fraction = 0.85
theta0 = valley_fraction * np.pi
cos0 = np.cos(theta0)
curv = gamma_height / (1 - cos0)**2
theta = 2 * np.pi * np.fft.fftfreq(cells)
identity = np.eye(cells)


def hop(distance):
    return np.roll(identity, distance, axis=0) + np.roll(identity, -distance, axis=0)


H_cond = ((gap + curv * (0.5 + cos0**2)) * identity
          - curv * cos0 * hop(1) + curv / 4 * hop(2))
H_val = -valence_width / 2 * identity + valence_width / 4 * hop(1)
cond_above_min = curv * (np.cos(theta) - cos0)**2
val_below_top = valence_width / 2 * (1 - np.cos(theta))

# Defect-free crystal: the band-edge states do not couple
cond_levels, cond_states = np.linalg.eigh(H_cond)
val_levels, val_states = np.linalg.eigh(H_val)
assert abs(cond_levels[0] - gap) < 1e-9 and abs(val_levels[-1]) < 1e-9
perfect_strength = np.sum((val_states[:, -1] @ cond_states[:, :2])**2)
assert perfect_strength < 1e-16


def bound_orbitals(U_e, U_h):
    """Diagonalize in real space with the defect on site 0."""
    site = np.zeros((cells, cells))
    site[0, 0] = 1
    Ee, e = np.linalg.eigh(H_cond - U_e * site)
    Eh, h = np.linalg.eigh(H_val + U_h * site)
    return Ee[0], e[:, 0], Eh[-1], h[:, -1]


def momentum_amplitudes(band_distance, U):
    """Binding energy and amplitudes from the bound-state equation."""
    binding = brentq(lambda b: np.mean(1 / (band_distance + b)) - 1 / U,
                     1e-9, U, xtol=1e-14)
    amplitude = 1 / (band_distance + binding)
    return binding, amplitude / np.linalg.norm(amplitude)


print("CHAIN MODEL")
print(f"gap {gap:.2f} eV, conduction height at zone centre {gamma_height:.2f} eV")
print(f"valence width {valence_width:.2f} eV, cells {cells}")
print(f"defect-free band-edge strength below 1e-16: {perfect_strength < 1e-16}")
chain_strength = {}
for name, U_e, U_h in [("weak-weak", 0.05, 0.3), ("strong-weak", 0.6, 0.3),
                       ("strong-strong", 0.6, 0.9)]:
    Ee, e, Eh, h = bound_orbitals(U_e, U_h)
    bind_e, A = momentum_amplitudes(cond_above_min, U_e)
    bind_h, B = momentum_amplitudes(val_below_top, U_h)
    direct_sum = abs(h @ e)
    assert abs(Ee - (gap - bind_e)) < 1e-8 and abs(Eh - bind_h) < 1e-8
    assert abs(direct_sum - A @ B) < 1e-7
    assert Ee > Eh
    chain_strength[name] = direct_sum**2
    print(f"{name}: U_e {U_e:.2f}, U_h {U_h:.2f} eV; "
          f"binding e {bind_e:.4f}, h {bind_h:.4f} eV")
    print(f"  transition energy {Ee-Eh:.3f} eV, strength/d^2 {direct_sum**2:.3e}")
    if name == "weak-weak":
        # Same orbital sizes; only the hole's central momentum is moved
        moved_strength = (e @ (h * (-1.0)**np.arange(cells)))**2
        assert moved_strength > 10 * direct_sum**2
        print(f"  hole packet moved to zone boundary: strength {moved_strength:.3f}")
    if name == "strong-weak":
        near_centre = np.abs(theta) < theta0 / 2
        centre_share = np.sum((A * B)[near_centre]) / (A @ B)
        assert centre_share > 0.5
        print(f"  share of sum from |k| < k0/2: {centre_share:.3f}")
assert (chain_strength["weak-weak"] < chain_strength["strong-weak"]
        < chain_strength["strong-strong"])

# Shared momenta are not sufficient: an odd orbital against an even hole
pair_site = np.zeros((cells, cells))
pair_site[1, 1] = pair_site[-1, -1] = 1
pair_levels, pair_states = np.linalg.eigh(H_cond - 0.6 * pair_site)
reflect = (-np.arange(cells)) % cells
parities = [pair_states[:, i] @ pair_states[reflect, i] for i in range(2)]
odd = pair_states[:, int(np.argmin(parities))]
assert min(parities) < -0.999999 and pair_levels[1] < gap
shared = np.sum(np.abs(np.fft.fft(odd)) * np.abs(np.fft.fft(h))) / cells
assert shared > 0.05 and abs(odd @ h) < 1e-9
print(f"odd orbital: sum |A||B| {shared:.3f}, but matrix element below 1e-9")

# ---------- three-dimensional silicon estimate ----------
lattice = 0.543  # nm, rough silicon value
k0 = valley_fraction * 2 * np.pi / lattice
zone_radius = (6 * np.pi**2 * 4 / lattice**3)**(1 / 3)


def overlap(a, b, k):
    L = 1 / a + 1 / b
    return 8 * L / (a * b)**1.5 / (L**2 + k**2)**2


def envelope_k(q, a):
    return 8 * np.sqrt(np.pi) * a**-2.5 / (a**-2 + q**2)**2


x_rad, w_rad = np.polynomial.legendre.leggauss(600)
x_ang, w_ang = np.polynomial.legendre.leggauss(400)


def momentum_integral(a, b, low, high):
    k = (high - low) / 2 * x_rad + (high + low) / 2
    wk = (high - low) / 2 * w_rad
    q = np.sqrt(k[:, None]**2 + k0**2 - 2 * k[:, None] * k0 * x_ang)
    angular = envelope_k(q, a) @ w_ang
    return np.sum(wk * k**2 * envelope_k(k, b) * angular) / (2 * np.pi)**2


def gaussian_overlap(a, b):
    """Gaussians with the same rms radii as the exponentials."""
    r = np.linspace(0, 25, 50001)
    Fe, Fh = np.exp(-r**2 / (4 * a**2)), np.exp(-r**2 / (4 * b**2))
    norm = np.sqrt(np.sum(r**2 * Fe**2) * np.sum(r**2 * Fh**2))
    return np.sum(r**2 * Fe * Fh * np.sinc(k0 * r / np.pi)) / norm


print("SILICON ENVELOPE ESTIMATE")
print(f"lattice constant {lattice:.3f} nm, k0 {k0:.3f} 1/nm")
tight, loose = 0.25, 2.0  # nm
for a in (tight, loose):
    q = 200 / a * (x_rad + 1) / 2
    wq = 100 / a * w_rad
    density = wq * q**2 * envelope_k(q, a)**2 / (2 * np.pi**2)
    spread = np.sqrt(np.sum(density * q**2))
    assert abs(np.sum(density) - 1) < 1e-5
    assert abs(spread * a - 1) < 1e-4  # finite upper momentum limit
    print(f"radius {a:.2f} nm: rms momentum spread {spread:.3f} 1/nm")

strength = {}
for name, a, b in [("loose-loose", loose, loose), ("tight-loose", tight, loose),
                   ("tight-tight", tight, tight)]:
    inside = momentum_integral(a, b, 0, zone_radius)
    outside = momentum_integral(a, b, zone_radius, 200)
    O = overlap(a, b, k0)
    assert abs((inside + outside) / O - 1) < 1e-5
    strength[name] = O**2
    print(f"{name}: O {O:.3e}, relative strength {O**2:.3e}")
    print(f"  same envelopes, direct gap: {overlap(a, b, 0)**2:.3e}")
    print(f"  share of O outside zone-volume sphere: {outside/O:.3f}")
    if name != "loose-loose":
        print(f"  Gaussian envelopes: strength {gaussian_overlap(a, b)**2:.3e}")
assert strength["loose-loose"] < strength["tight-loose"] < strength["tight-tight"]
print(f"tight-loose, six valleys in phase (upper bound): "
      f"{6*strength['tight-loose']:.3e}")
print(f"loose pair, electron radius 1.40 nm: {overlap(1.4, loose, k0)**2:.3e}")

# ---------- phonon factor and neglected scales ----------
S, phonon = 1.5, 0.030  # total Huang-Rhys factor; phonon energy in eV
kB = const.k / const.e
modes, levels = 20000, 70
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
displacement = expm(np.sqrt(S / modes) * (lower.T - lower))
print("PHONONS AND NEGLECTED SCALES")
print(f"Huang-Rhys factor {S:.2f}, phonon energy {1000*phonon:.1f} meV")
for T in (4.0, 300.0):
    population = np.exp(-np.arange(levels) * phonon / (kB * T))
    population /= population.sum()
    explicit = (population @ np.diag(displacement)**2)**modes
    weight = np.exp(-S / np.tanh(phonon / (2 * kB * T)))
    assert abs(explicit / weight - 1) < 2e-3  # finite number of modes
    print(f"T {T:.0f} K: zero-phonon weight {weight:.4f}, kT {1000*kB*T:.2f} meV")

mass = 0.3  # rough hole mass in electron masses
binding = const.hbar**2 / (2 * mass * const.m_e * (loose * 1e-9)**2) / const.e
photon, index = 0.94, 3.5  # eV and refractive index, rough values
photon_k = index * photon * const.e / (const.hbar * const.c) * 1e-9
assert photon_k < 0.01 * k0
print(f"loose hole: mass {mass:.2f} m_e, Coulomb binding {1000*binding:.1f} meV")
print(f"photon {photon:.2f} eV, index {index:.1f}: momentum {photon_k:.4f} 1/nm")
print(f"photon momentum / k0: {photon_k/k0:.2e}")
print("tests ok")
```

It prints:

```
CHAIN MODEL
gap 1.10 eV, conduction height at zone centre 2.00 eV
valence width 3.00 eV, cells 400
defect-free band-edge strength below 1e-16: True
weak-weak: U_e 0.05, U_h 0.30 eV; binding e 0.0111, h 0.0297 eV
  transition energy 1.059 eV, strength/d^2 1.073e-03
  hole packet moved to zone boundary: strength 0.492
strong-weak: U_e 0.60, U_h 0.30 eV; binding e 0.3134, h 0.0297 eV
  transition energy 0.757 eV, strength/d^2 1.831e-02
  share of sum from |k| < k0/2: 0.707
strong-strong: U_e 0.60, U_h 0.90 eV; binding e 0.3134, h 0.2493 eV
  transition energy 0.537 eV, strength/d^2 1.028e-01
odd orbital: sum |A||B| 0.287, but matrix element below 1e-9
SILICON ENVELOPE ESTIMATE
lattice constant 0.543 nm, k0 9.836 1/nm
radius 0.25 nm: rms momentum spread 4.000 1/nm
radius 2.00 nm: rms momentum spread 0.500 1/nm
loose-loose: O 1.047e-04, relative strength 1.096e-08
  same envelopes, direct gap: 1.000e+00
  share of O outside zone-volume sphere: 0.019
tight-loose: O 7.440e-03, relative strength 5.535e-05
  same envelopes, direct gap: 6.166e-02
  share of O outside zone-volume sphere: 0.015
  Gaussian envelopes: strength 1.006e-07
tight-tight: O 1.585e-01, relative strength 2.513e-02
  same envelopes, direct gap: 1.000e+00
  share of O outside zone-volume sphere: 0.110
  Gaussian envelopes: strength 2.367e-03
tight-loose, six valleys in phase (upper bound): 3.321e-04
loose pair, electron radius 1.40 nm: 4.620e-08
PHONONS AND NEGLECTED SCALES
Huang-Rhys factor 1.50, phonon energy 30.0 meV
T 4 K: zero-phonon weight 0.2231, kT 0.34 meV
T 300 K: zero-phonon weight 0.0568, kT 25.85 meV
loose hole: mass 0.30 m_e, Coulomb binding 31.7 meV
photon 0.94 eV, index 3.5: momentum 0.0167 1/nm
photon momentum / k0: 1.70e-03
tests ok
```
